# Effective diffusivity of oxygen in a straight 100 nm pore

**Problem**

A long, straight cylindrical pore of diameter $d=100$ nm contains a trace of oxygen in a stagnant carrier gas at $T=1273$ K. The molecular diffusivity of oxygen in the carrier gas is $D_m=2\times10^{-4}$ m²/s. The pore wall neither adsorbs nor consumes oxygen, and it re-emits every molecule that strikes it in a random direction (cosine law) with thermal speeds.

(a) Derive the diffusivity $D_K$ that the pore would have if molecules collided with the wall alone, and evaluate it.

(b) Combine wall and gas resistance to find the effective diffusivity $D$, referred to the open cross-section of the pore.

(c) Estimate the error made by adding the two resistances.

(d) Find how the result changes if the gas is air, with all oxygen consumed at the base of the pore, and if the wall reflects some molecules like a mirror.

**Solution**

**(a) Knudsen diffusivity**

*Mean speed.* In a Maxwell distribution the probability of a speed $u$ is proportional to $u^2e^{-au^2}$, with $a=m/(2k_BT)$ and $m$ the molecular mass. The mean speed is therefore

$$
v=\frac{\int_0^\infty u^3e^{-au^2}du}{\int_0^\infty u^2e^{-au^2}du}
=\frac{1/(2a^2)}{\sqrt{\pi}/(4a^{3/2})}
=\frac{2}{\sqrt{\pi a}}
=\sqrt{\frac{8k_BT}{\pi m}}=\sqrt{\frac{8RT}{\pi M}} .
$$

The last form uses molar quantities. The molar mass must be in kg/mol:

$$
v=\sqrt{\frac{8(8.314463)(1273)}{\pi(0.031998)}}\ \text{m/s}=917.8\ \text{m/s}.
$$

*Density profile.* Let $z$ run along the pore and let the oxygen density be $n(z)=n_0+n'z$, with constant slope $n'$. This profile is consistent with a wall that emits as many molecules as it receives: arrivals at $z$ come equally from both sides, so the excess from one side cancels the deficit from the other, and the wall at $z$ emits as if in contact with gas of density $n(z)$.

*Flux.* Consider molecules crossing a section at angle $\theta$ to the $+z$ axis. Let $\ell$ be the distance back to the wall, projected onto the section. The full path is $\ell/\sin\theta$, so the molecule left the wall at $z-\ell\cot\theta$. Molecules with directions in $d\Omega=\sin\theta\,d\theta\,d\phi$ have density $n(z-\ell\cot\theta)\,d\Omega/4\pi$ and mean axial velocity $v\cos\theta$. The flux at one point of the section is

$$
J=\frac{v}{4\pi}\int\cos\theta\,[\,n(z)-n'\ell\cot\theta\,]\,d\Omega .
$$

The first term vanishes because $\cos\theta$ averages to zero over all directions. In the second, $\cos\theta\cot\theta\sin\theta=\cos^2\theta$, so

$$
J=-\frac{n'v}{4\pi}\int_0^\pi\cos^2\theta\,d\theta\int_0^{2\pi}\ell\,d\phi
=-\frac{n'v}{8}\int_0^{2\pi}\ell\,d\phi .
$$

*Average over the section.* Let the pore radius be $R=d/2$. For a fixed $\phi$, divide the circular section into parallel chords. A chord at distance $q$ from the centre has length $c=2\sqrt{R^2-q^2}$, and along it $\ell$ runs from 0 to $c$. Hence

$$
\int \ell\,dA=\int_{-R}^{R}\frac{c^2}{2}\,dq
=\int_{-R}^{R}2(R^2-q^2)\,dq=\frac{8R^3}{3}.
$$

Every $\phi$ gives the same value. Multiplying by $2\pi$ and dividing by the area $\pi R^2$ gives $16R/3=8d/3$ for the section average of $\int\ell\,d\phi$. The mean flux is $-n'vd/3$, and comparison with Fick's law $J=-D_Kn'$ gives

$$
D_K=\frac{vd}{3}
=\frac{(917.8)(1.00\times10^{-7})}{3}\ \text{m}^2/\text{s}
=3.059\times10^{-5}\ \text{m}^2/\text{s}.
$$

Direct numerical integration over positions and directions gives the same value to these digits. In this regime $D_K$ grows as $d\sqrt T$ and does not depend on pressure.

**(b) Combined resistance**

Let A denote oxygen and B the carrier gas, with concentrations $c_i$, mole fractions $x_i$ and molar fluxes $N_i$. At constant temperature, the force per volume from the partial-pressure gradient of A is $-RT\,dc_A/dz$. In steady, slow flow it balances two drags.

The wall drag is proportional to $N_A$. Its coefficient is fixed by part (a): with wall collisions alone, $-dc_A/dz=N_A/D_K$.

The drag from the carrier gas is proportional to the difference of the mean velocities $u_i=N_i/c_i$. Written as a concentration gradient it is

$$
\frac{c_Ax_B(u_A-u_B)}{D_m}=\frac{x_BN_A-x_AN_B}{D_m},
$$

since $c_Ax_B=c_Bx_A$. For $N_B=-N_A$ and no wall this reduces to $N_A/D_m$, as the definition of $D_m$ requires.

Assume that neither kind of collision alters the drag due to the other. The drags then add:

$$
-\frac{dc_A}{dz}=\frac{N_A}{D_K}+\frac{x_BN_A-x_AN_B}{D_m}.
$$

For a stagnant carrier gas $N_B=0$, and for a trace of oxygen $x_B\to1$. Thus $-dc_A/dz=N_A(1/D_K+1/D_m)$, which is Bosanquet's rule:

$$
\frac1D=\frac1{D_K}+\frac1{D_m}.
$$

The numbers are

$$
\frac1D=(32\,687.5+5000.0)\ \text{s/m}^2=37\,687.5\ \text{s/m}^2,
$$

$$
\boxed{D=2.65\times10^{-5}\ \text{m}^2/\text{s}=0.265\ \text{cm}^2/\text{s}}
$$

The wall supplies 86.7 % of the resistance and the gas 13.3 %. As resistances in series require, $D$ lies below both $D_K$ and $D_m$. In a very narrow pore $D\to D_K$; in a very wide one $D\to D_m$. At fixed $D_m$ and $T$, the two resistances are equal when $vd/3=D_m$, that is, at $d=3D_m/v=654$ nm.

If "100 nm" meant the radius, $D_K$ would double, but $D$ would rise only to $4.69\times10^{-5}$ m²/s, because the gas resistance stays the same.

**(c) Error of the addition rule**

The additivity of the drags was an assumption. A kinetic model can do without it. Let oxygen scatter in the gas as well as at the wall, with a mean free path $\lambda$ independent of speed and a random direction after each gas collision.

Trace a molecule back along a line that meets the wall at distance $s=\ell/\sin\theta$. Its last collision was in the gas at distance $t<s$ with probability density $e^{-t/\lambda}/\lambda$, or at the wall with probability $e^{-s/\lambda}$. The mean distance to the last collision is

$$
\int_0^s\frac{t}{\lambda}e^{-t/\lambda}dt+s\,e^{-s/\lambda}
=\lambda\left(1-e^{-s/\lambda}\right).
$$

The linear profile remains consistent, because contributions from the two axial directions still balance at every point. The flux calculation of part (a) therefore holds with $s$ replaced by this mean distance:

$$
D_{\rm kin}=\frac{v}{4\pi}\left\langle\int\cos^2\theta\;\lambda\left[1-e^{-\ell/(\lambda\sin\theta)}\right]d\Omega\right\rangle ,
$$

where the brackets denote the average over the section. For $\lambda\to\infty$ the square bracket times $\lambda$ tends to $\ell/\sin\theta$, and $D_K$ returns. For $\lambda\to0$ the exponential vanishes away from the wall, and $\int\cos^2\theta\,d\Omega=4\pi/3$ gives $v\lambda/3$. This must equal $D_m$, so

$$
\lambda=\frac{3D_m}{v}=654\ \text{nm},\qquad \frac{\lambda}{d}=6.54 .
$$

Numerical integration gives $D_{\rm kin}=2.535\times10^{-5}$ m²/s. A random walk of 100 000 simulated molecules, each followed for 200 flights between collisions, gives $2.549\times10^{-5}$ m²/s. The difference of 0.6 % is comparable with the statistical error, about $\sqrt{2/100\,000}=0.45$ % for normally distributed displacements.

Bosanquet's rule thus lies 4.7 % above this kinetic model. At 36 values of $\lambda/d$ from 0.032 to 100, its deviation from the model ranges from $-2.3$ % to $+4.9$ %, so the present pore is close to the worst of the sampled cases. Real collisions do not fully randomize the direction of motion, and the real free path depends on speed. The 4.7 % therefore shows only that the rule's error is likely to be a few per cent; it is not a correction to be subtracted.

**(d) Air, and a partly reflecting wall**

*Oxygen at finite concentration.* Let the inlet gas contain a fraction $x_0=0.21$ of oxygen, the rest being treated as nitrogen. Nitrogen is stagnant, $N_B=0$, and oxygen is consumed completely at the base $z=L$. Let $c_0$ be the total concentration at the inlet, where $D_m$ has its given value. Molecular diffusivity varies inversely with total concentration, so its product with the local total concentration remains $c_0D_m$. The drag equations for the two gases become

$$
-\frac{dc_A}{dz}=\frac{N_A}{D_K}+\frac{c_BN_A}{c_0D_m},
\qquad
\frac{dc_B}{dz}=\frac{c_BN_A}{c_0D_m}.
$$

The second has the solution $c_B=(1-x_0)c_0\,e^{N_Az/(c_0D_m)}$. It also shows that the last term of the first equation equals $dc_B/dz$. Integrating the first equation from $c_A=x_0c_0$ at the inlet to zero at the base, and dividing by $c_0$, gives

$$
x_0=\frac{y}{D_K}+(1-x_0)\left(e^{y/D_m}-1\right),\qquad y=\frac{N_AL}{c_0}.
$$

The apparent diffusivity is $N_AL/(x_0c_0)=y/x_0$. Solving for $y$ gives $2.73\times10^{-5}$ m²/s, which is 2.7 % above the trace result. As $x_0\to0$, $y$ also tends to zero; expanding the exponential to first order recovers Bosanquet's rule.

The total pressure at the base is 0.813 of the inlet pressure. Such a difference drives some viscous flow, which the drag equations omit. For Poiseuille flow the mean velocity is $-(d^2/32\mu)\,dp/dz$, where $\mu$ is the viscosity. Multiplying by $c=p/RT$ gives a molar flux $-(d^2p/32\mu)\,dc/dz$, whose coefficient has the units of a diffusivity. With $p=101\,325$ Pa and a rough $\mu=4.2\times10^{-5}$ Pa s it is about $8\times10^{-7}$ m²/s, less than 3 % of $D_K$. Since $\lambda>d$, however, continuum flow theory is not reliable here. Slip at the wall is not an extra contribution, because the wall term $N_A/D_K$ already contains it. In this range of free paths the pressure-driven flow of a gas through a long tube lies near the Knudsen minimum: a linearized kinetic (BGK) model puts it about 7 % below the Knudsen value, whereas adding the Poiseuille term would put it about 2 % above. Even the sign of the correction is therefore not given by the Poiseuille estimate. The 2.7 % therefore describes the drag equations without viscous flow, not the full effect of the pressure difference.

*Partly reflecting wall.* Suppose a fraction $\alpha$ of wall collisions is diffuse and the rest are mirror-like. Mirror reflection in a circular cylinder preserves $\theta$ and the projected chord length $c$. The probability of $j$ mirror reflections since the last diffuse one is $\alpha(1-\alpha)^j$, with mean $(1-\alpha)/\alpha$. The projected path back is then $\ell+jc$.

Along one chord, $\int_0^c\ell\,d\ell=c^2/2$, while $\int_0^c c\,d\ell=c^2$. The average of $c$ is therefore twice that of $\ell$, and $D_K$ is multiplied by

$$
1+\frac{2(1-\alpha)}{\alpha}=\frac{2-\alpha}{\alpha}.
$$

For the illustrative choice $\alpha=0.90$ the factor is 1.222. Bosanquet's rule then gives $D=3.15\times10^{-5}$ m²/s, an increase of 18.7 %. The rule somewhat overstates the gain, because gas collisions interrupt the long paths that mirror reflections create: the kinetic model of part (c), extended to this wall, gives an increase of 16.5 %. With this choice of $\alpha$ the wall correction is the largest of those evaluated here for the 100 nm diameter; as $\alpha\to1$ it vanishes.

**Relation to a real oxide scale**

The data roughly suit air at atmospheric pressure in an open pore of an oxide scale or coating at 1000 °C. The standard hard-sphere formula from kinetic theory,

$$
D_m\approx\frac{3k_BT}{8p\sigma^2}\sqrt{\frac{k_BT}{2\pi m_r}},
$$

with $m_r$ the reduced mass of O₂ and N₂ and a rough collision diameter $\sigma=0.35$ nm, gives $1.8\times10^{-4}$ m²/s. Correlations fitted to measured diffusivities give more, about 2.5 to $2.7\times10^{-4}$ m²/s. Because the wall supplies most of the resistance, such a value would raise $D$ by only 3 to 4 %. The viscosity above comes from the corresponding hard-sphere formula $\mu\approx(5/16\sigma^2)\sqrt{\bar m k_BT/\pi}$, with $\bar m$ the mean molecular mass.

Real pores are seldom straight, and they fill only part of the layer. Suppose equal pores occupy a volume fraction $\varepsilon$ and are longer than the layer thickness by a factor $\tau$. Their total cross-section per unit layer area is $\varepsilon/\tau$, and the gradient along each pore is reduced by $1/\tau$. The diffusivity per unit layer area is thus $D\varepsilon/\tau^2$. At 10 % porosity it is at most one tenth of the pore value, a far larger change than any correction above. A scale without connected pores lies outside this calculation, since oxygen must then cross it through the solid.

Most of the computed values are collected in the numerical output below.

## Numbers as computed

```
temperature: 1273 K
pore diameter: 100 nm
molar mass of O2: 0.031998 kg/mol
gas constant: 8.314463 J/(mol K)
molecular diffusivity, given: 2.000e-04 m2/s
mean speed, formula: 917.78 m/s
mean speed, Maxwell quadrature: 917.78 m/s
Knudsen diffusivity, formula: 3.0593e-05 m2/s
Knudsen diffusivity, quadrature: 3.0593e-05 m2/s
wall resistance 1/D_K: 32687.5 s/m2
gas resistance 1/D_m: 5000.0 s/m2
total resistance 1/D: 37687.5 s/m2
effective diffusivity: 2.6534e-05 m2/s
effective diffusivity, converted: 0.2653 cm2/s
wall share of resistance: 86.7 %
gas share of resistance: 13.3 %
effective scattering path lambda: 653.7 nm
lambda/d: 6.537 (no unit)
kinetic model diffusivity: 2.5348e-05 m2/s
random walk diffusivity: 2.5494e-05 m2/s
rule relative to kinetic model: +4.68 %
scan range of lambda/d: 0.032 to 100 (no unit)
lowest rule error in scan: -2.34 %
highest rule error in scan: +4.86 %
lambda/d at highest error: 3.98 (no unit)
trace limit from friction equations: 2.6534e-05 m2/s
inlet oxygen fraction in air case: 0.21 (no unit)
apparent diffusivity, air case: 2.7252e-05 m2/s
air case relative to rule: +2.71 %
base/inlet total pressure, air case: 0.813 (no unit)
atmospheric pressure used: 101325 Pa
rough collision diameter: 0.35 nm
hard-sphere molecular diffusivity: 1.78e-04 m2/s
hard-sphere viscosity: 4.18e-05 Pa s
viscous flow coefficient: 7.58e-07 m2/s
viscous coefficient/D_K: 2.5 %
diffuse wall fraction alpha: 0.90 (no unit)
specular factor on D_K: 1.222 (no unit)
effective diffusivity with that wall: 3.150e-05 m2/s
change from specular part: +18.7 %
effective diffusivity if 100 nm is radius: 4.685e-05 m2/s
```
